# Square-Root Field Law for the Conductance of Smooth Graphene Junctions

## Result and assumptions

**Theorem.** Let the potential energy $U(x)$ of an electron rise across a straight graphene p-n junction with slope $F>0$ where it crosses the Fermi energy. Let $v$ be the Dirac velocity and $k_F$ the smaller of the two Fermi wave numbers beside the junction. Under assumptions 1 to 4 below, the ballistic conductance per width is, in atomic units,

$$\frac{G}{W}=\frac{1}{\pi^2}\sqrt{\frac{F}{v}}\qquad\text{for}\quad k_F\gg\sqrt{F/v}. \tag{1}$$

With $F=e\mathcal E$, where $\mathcal E$ is the magnitude of the junction field, this reads in ordinary units

$$\frac{G}{W}=\frac{2e^2}{\pi h}\sqrt{\frac{e\mathcal E}{\hbar v}} . \tag{2}$$

The algebra uses $\hbar=e=1$, so that $h=2\pi$ and the conductance quantum $e^2/h$ is $1/2\pi$. Formula (2) follows from (1) because conductance has the unit $e^2/\hbar=2\pi e^2/h$.

The assumptions are these.

1. Electrons obey the massless Dirac equation in a given potential. There is no disorder, no scattering between valleys and no electron-electron scattering.
2. $U$ depends on $x$ alone, so the transverse wave number $k$ is conserved.
3. $U$ is linear over the region that decides transmission, a few lengths $\sqrt{v/F}$ wide. Beyond it, $U$ levels off so gently that it reflects nothing more.
4. The temperature is zero and the bias is small.

The slope $F$ belongs to the total potential, with the screening charge of the graphene included. It is not the field that the gates would produce without the graphene.

## Lemma 1: right and left movers

**Lemma.** With $s=F/v$, the scattering problem in a uniform field reduces to

$$a'=-isx\,a+k\,b,\qquad b'=isx\,b+k\,a, \tag{3}$$

where $v(|a|^2-|b|^2)$ is the particle current along $x$ and does not depend on $x$.

**Proof.** In one valley the Hamiltonian is $H=v(\sigma_xp_x+\sigma_yk)+Fx$. An energy $E$ can be removed by the shift $x\to x+E/F$, so take $E=0$:

$$-iv\sigma_x\psi'+vk\sigma_y\psi=-Fx\,\psi .$$

Multiply from the left by $i\sigma_x/v$. Since $\sigma_x^2=1$ and $\sigma_x\sigma_y=i\sigma_z$,

$$\psi'=-isx\,\sigma_x\psi+k\sigma_z\psi .$$

Define $a=(\psi_1+\psi_2)/\sqrt2$ and $b=(\psi_1-\psi_2)/\sqrt2$. In these components $\sigma_x$ multiplies $a$ by $+1$ and $b$ by $-1$, while $\sigma_z$ exchanges them. This gives (3). The current is $v\psi^\dagger\sigma_x\psi=v(|a|^2-|b|^2)$. From (3), $|a|^2$ and $|b|^2$ have the same derivative, $2k\,\mathrm{Re}(a^*b)$, so their difference is constant. ∎

Thus $a$ moves right and $b$ moves left. For $k=0$ they decouple and nothing is reflected: this is Klein tunnelling at normal incidence. For $k\neq0$ the local longitudinal momentum obeys $p^2=s^2x^2-k^2$. It is imaginary for $|x|<|k|/s$, and this forbidden zone must be tunnelled through.

## Lemma 2: the transmission

**Lemma.** In a uniform field

$$T(k)=\exp\left(-\frac{\pi vk^2}{F}\right). \tag{4}$$

**Proof.** Changing the signs of $k$ and $b$ together leaves (3) intact, so $T$ is even in $k$. Take $k>0$ and set $\xi=\sqrt s\,x$, $q=k/\sqrt s$, $\kappa=q^2/2$. With primes now denoting $d/d\xi$,

$$a'=-i\xi a+qb,\qquad b'=i\xi b+qa .$$

*An equation for $b$.* Differentiate the second equation: $b''=ib+i\xi b'+qa'$. The first equation, with $qa=b'-i\xi b$, gives $qa'=-i\xi b'-\xi^2b+q^2b$. Therefore

$$b''+(\xi^2-i-q^2)b=0 .$$

Put $b=e^{-i\xi^2/2}g$. Then $b''=e^{-i\xi^2/2}(g''-2i\xi g'-ig-\xi^2g)$, and

$$g''-2i\xi g'-(2i+q^2)g=0. \tag{5}$$

*Its solution.* Let $c=e^{i\pi/4}$, so that $c^2=i$, and try

$$g(\xi)=\int_0^\infty w(t)\,e^{-c\xi t}\,dt,\qquad w(t)=t^{-i\kappa}e^{-t^2/4}. \tag{6}$$

Two derivatives give $g''=i\int t^2w\,e^{-c\xi t}dt$. For the middle term of (5), use $c\xi e^{-c\xi t}=-\frac{d}{dt}e^{-c\xi t}$ and integrate by parts. The boundary terms vanish because $tw\to0$ at both ends:

$$-2i\xi g'=2i\int_0^\infty (tw)'e^{-c\xi t}dt,\qquad (tw)'=\left(1-i\kappa-\tfrac12t^2\right)w .$$

In (5) the terms with $t^2$ cancel. What remains multiplies $g$ by $2i+2\kappa-2i-q^2=0$, so (6) is a solution.

*Right side.* For $\xi\to+\infty$ the integral comes from $t\sim1/\xi$, where $e^{-t^2/4}\to1$. Hence $g\to\Gamma(1-i\kappa)(c\xi)^{-1+i\kappa}$ and $b$ vanishes as $1/\xi$. A wave arriving from the right would have a constant $|b|$, so there is none. Since $qa=e^{-i\xi^2/2}(g'-2i\xi g)$ and $g'$ is negligible beside $\xi g$,

$$|a(+\infty)|^2=\frac{4\xi^2|g|^2}{q^2}=\frac{2}{\kappa}\,|\Gamma(1-i\kappa)|^2e^{-\pi\kappa/2}=\frac{2\pi e^{-\pi\kappa/2}}{\sinh\pi\kappa}. \tag{7}$$

The exponential is $|c^{\,i\kappa}|^2$. The last step uses $\Gamma(1+z)\Gamma(1-z)=\pi z/\sin\pi z$ at $z=i\kappa$.

*Left side.* Let $\xi=-X$ with $X\to\infty$. Turn the path of integration to $t=cr$, $r>0$. In the sector between the paths the Gaussian makes the distant arc vanish, and the last ray is reached as a limit. The exponent becomes $i(Xr-r^2/4)$. Its phase is stationary at $r=2X$ with second derivative $-\frac12$, which contributes a factor of modulus $\sqrt{2\pi/(1/2)}=\sqrt{4\pi}$. The endpoint $r=0$ contributes only order $1/X$. Since $|c^{-i\kappa}|=e^{\pi\kappa/4}$ and $|r^{-i\kappa}|=1$,

$$|b(-\infty)|^2=4\pi e^{\pi\kappa/2}. \tag{8}$$

*Ratio.* With reflection probability $R=1-T$, equations (7) and (8) give

$$\frac{1-T}{T}=\frac{|b(-\infty)|^2}{|a(+\infty)|^2}=2e^{\pi\kappa}\sinh\pi\kappa=e^{2\pi\kappa}-1 .$$

Therefore $T=e^{-2\pi\kappa}$, and $2\pi\kappa=\pi k^2/s=\pi vk^2/F$. ∎

**Remark.** The tunnelling action over the forbidden zone, $2\int\sqrt{k^2-s^2x^2}\,dx$, is twice the area of a half ellipse with semi-axes $k/s$ and $k$, or $\pi k^2/s$. For the uniform field the semiclassical exponential is thus the exact result, even where $T$ is near one.

## Proof of the theorem

Take a strip of width $W$ with periodic transverse boundary conditions, so that $k=2\pi n/W$. Each $k$ occurs for two spins and two valleys and contributes $T/2\pi$ to the conductance. If $W\gg\sqrt{v/F}$, then $T$ changes little between neighbouring $k$, and the sum becomes an integral:

$$\frac GW=4\cdot\frac1{2\pi}\int_{-k_F}^{k_F}\frac{dk}{2\pi}\,T(k)=\frac1{\pi^2}\int_{-k_F}^{k_F}T(k)\,dk .$$

Let $\theta$ be the angle of incidence on the side with wave number $k_F$. Then $k=k_F\sin\theta$, $dk=k_F\cos\theta\,d\theta$, and

$$\frac GW=\frac{k_F}{\pi^2}\int_{-\pi/2}^{\pi/2}\cos\theta\;e^{-\Lambda\sin^2\theta}\,d\theta,\qquad \Lambda=\frac{\pi vk_F^2}{F}. \tag{9}$$

Substitute $u=\sqrt\Lambda\sin\theta$, so that $k_F\cos\theta\,d\theta=\sqrt{F/\pi v}\,du$:

$$\frac GW=\frac1{\pi^2}\sqrt{\frac F{\pi v}}\int_{-\sqrt\Lambda}^{\sqrt\Lambda}e^{-u^2}du=\frac1{\pi^2}\sqrt{\frac Fv}\;\mathrm{erf}\sqrt\Lambda. \tag{10}$$

For $k_F\gg\sqrt{F/v}$ the error function tends to one, which is (1). ∎

The Fermi wave number has dropped out. A larger $k_F$ brings more incident channels, but they arrive too obliquely to pass. Those that pass have $|k|\lesssim\sqrt{F/v}$. A stronger field widens this window as $\sqrt F$, and the conductance follows.

## Second case: a step of finite height

A real junction joins two plateaus. Take $U=U_0\tanh(x/\ell)$, with the Fermi energy at zero. Then $k_F=U_0/v$ on both sides, $F=U_0/\ell$ and $vk_F^2/F=k_F\ell$.

**Proposition.** In the semiclassical approximation

$$T(\theta)=e^{-S},\qquad S=2\pi k_F\ell(1-\cos\theta), \tag{11}$$

and to first order in $1/k_F\ell$ the conductance lies below (1) by the fraction $3/(16\pi k_F\ell)$.

**Proof.** The action is $S=2\int\sqrt{k^2-k_F^2\tanh^2(x/\ell)}\,dx$ between the turning points. Put $\tanh(x/\ell)=\sin\theta\sin\varphi$ and $m=\sin^2\theta$. The root becomes $k_F\sin\theta\cos\varphi$, and $dx=\ell\sin\theta\cos\varphi\,d\varphi/(1-m\sin^2\varphi)$. Thus

$$S=2k_F\ell\int_{-\pi/2}^{\pi/2}\frac{m\cos^2\varphi}{1-m\sin^2\varphi}d\varphi
=2k_F\ell\left[\pi-(1-m)\frac{\pi}{\sqrt{1-m}}\right].$$

The second form uses $m\cos^2\varphi=(1-m\sin^2\varphi)-(1-m)$. The remaining integral follows from $\tan\varphi=z$, which turns it into $\int_{-\infty}^{\infty} dz/[1+(1-m)z^2]$. Since $\sqrt{1-m}=\cos\theta$, this is (11).

For small $k/k_F$,

$$S=\frac{\pi\ell k^2}{k_F}+\frac{\pi\ell k^4}{4k_F^3}+\dots$$

The first term is the exponent in (4). It weights $k$ by a Gaussian of variance $k_F/2\pi\ell$, for which $\langle k^4\rangle=3k_F^2/4\pi^2\ell^2$. The second term therefore lowers the integral by the fraction $(\pi\ell/4k_F^3)\langle k^4\rangle=3/(16\pi k_F\ell)$. ∎

## The opposite limit: a sharp step

For $k_F\ell\ll1$ the law fails. Match plane waves at an abrupt symmetric step. In a region where $(E-U)/v=\epsilon$, a wave with longitudinal number $p$ has the spinor $(1,(p+ik)/\epsilon)$. On the n side $\epsilon=k_F$, and the incident and reflected spinors are $(1,e^{i\theta})$ and $(1,-e^{-i\theta})$. On the p side $\epsilon=-k_F$. There velocity and wave number are opposite, so the transmitted wave has $p=-k_F\cos\theta$ and the spinor $(1,e^{-i\theta})$. With reflection and transmission amplitudes $r$ and $\tau$, continuity requires

$$1+r=\tau,\qquad e^{i\theta}-re^{-i\theta}=\tau e^{-i\theta}.$$

Eliminating $\tau$ gives $r=i\sin\theta\,e^{i\theta}$, hence $T=1-|r|^2=\cos^2\theta$. Then

$$\frac GW=\frac{k_F}{\pi^2}\int_{-\pi/2}^{\pi/2}\cos^3\theta\,d\theta=\frac{4k_F}{3\pi^2}.$$

This is two thirds of the Sharvin value $2k_F/\pi^2$, which holds when every channel is open. The field no longer appears. Formula (10) would tend to the full Sharvin value for small $\Lambda$. It is wrong there because the uniform field no longer extends over the region that decides transmission.

## Worked example

Take $v=10^6$ m/s, $U_0=0.12$ eV and $\ell=40$ nm. With $\hbar$ restored, $\hbar v=0.6582$ eV nm, and

$$k_F=\frac{0.12}{0.6582}=0.1823\ \mathrm{nm^{-1}},\qquad k_F\ell=7.29,\qquad F=\frac{0.12}{40}=0.003\ \mathrm{eV/nm}.$$

This slope corresponds to 0.03 MV/cm. The window of transmitted wave numbers is set by

$$\sqrt{\frac{\hbar v}{F}}=\sqrt{\frac{0.6582}{0.003}}=14.8\ \mathrm{nm}.$$

There are $1/(2\pi\times14.8\ \mathrm{nm})$, or 10.7, effective open channels per micrometre for each spin and valley. Multiplication by $4e^2/h$ gives

$$\frac GW=1.665\ \mathrm{mS/\mu m}=0.0043\ \frac{e^2}{h}\ \text{per angstrom},$$

or a resistance times width of about 601 Ω µm. Without the junction the Sharvin value would be 8.99 mS/µm, so the junction passes less than a fifth of the incident channels.

Half transmission occurs where $\sin^2\theta=\ln2/(\pi k_F\ell)$, at 10.0 degrees. At 20 degrees (4) gives 0.0686, while a direct numerical solution of the Dirac equation for the tanh step gives 0.0631. At 30 degrees the values are 0.0033 and 0.0022. Relative to the full solution, (4) is too high by about 9 percent at 20 degrees and by about 50 percent at 30 degrees. Formula (11) accounts for this: with $2\pi k_F\ell=45.8$ it gives 0.0631 and 0.0022. These angles carry little current. The full conductance is 1.651 mS/µm, 0.82 percent below (1), as $3/(16\pi\times7.29)=0.0082$ predicts.

Now hold $U_0$ fixed and change only $\ell$, so that $F$ varies as $1/\ell$:

- $\ell=20$ nm: formula 2.355, full solution 2.316 mS/µm.
- $\ell=80$ nm: formula 1.177, full solution 1.173 mS/µm.
- $\ell=160$ nm: formula 0.833, full solution 0.831 mS/µm.

A power law fitted to the four full solutions has exponent 0.493. The small deficit comes from the curvature of the step. At fixed $U_0$ the correction $\delta=3/(16\pi k_F\ell)$ is proportional to $F$, which makes the local exponent about $\frac12-\delta$. This runs from 0.484 at 20 nm to 0.498 at 160 nm.

Doubling both $U_0$ and $\ell$ keeps $F$ and doubles $k_F$. The full solution moves only from 1.651 to 1.662 mS/µm, towards (1), because $k_F\ell$ has grown fourfold. At the other extreme, between $\ell=0.5$ and 1 nm, the field exponent is 0.023, and at 0.5 nm the conductance is 0.663 of the Sharvin value. Those two lengths illustrate the limit of the Dirac model; in a real lattice so abrupt a step could also mix the valleys.

## Temperature

In an unlimited uniform field $T(k)$ does not depend on energy, so thermal spread has no effect. For the tanh step, an electron of energy $E$ crosses $U=E$ where the slope is $F(1-E^2/U_0^2)$. As long as both sides keep a large wave number at that energy,

$$G(E)\simeq G(0)\sqrt{1-E^2/U_0^2}. \tag{12}$$

At $E=U_0/2$ this gives a ratio of 0.866; the full solution gives 0.856.

The electrical conductance at finite temperature is the average of $G(E)$ with weight $-df/dE$, where $f$ is the Fermi function. This weight has $\langle E^2\rangle=\pi^2(k_BT_e)^2/3$ at temperature $T_e$. Expansion of (12) gives a relative loss of $\pi^2(k_BT_e)^2/6U_0^2$. At 300 K, $k_BT_e=0.02585$ eV and the estimate is 7.6 percent. The full average, with $U_0$ and the Fermi level held fixed, is 1.529 mS/µm, a loss of 7.4 percent. Of this conductance 0.037 mS/µm comes from $|E|>U_0$, where both sides carry the same type of carrier and (12) does not apply. The closeness of 7.6 and 7.4 is partly a cancellation. The energies $|E|<U_0$ alone give a loss of 9.6 percent (9.0 percent if (12) is averaged over them without expansion), and the energies above $U_0$ return 2.2 points of it.

These values describe the ballistic model only. Near the crossing, a dimensional estimate of the electron-electron scattering length is $\hbar v/(\alpha^2k_BT_e)$, where $\alpha$ is the interaction strength. With $\alpha=0.5$ this is about 100 nm at 300 K, comparable with the junction, so assumption 1 is doubtful there and a real device may deviate from these values.

## The model beside real devices

The parameters are rough typical values for a gate-defined junction in graphene encapsulated in boron nitride. The carrier density is $1.06\times10^{12}$ cm⁻² on each side. The assumed mobility, 50 000 cm²/Vs, is high compared with graphene on ordinary oxide. It gives a mean free path $\hbar k_F\mu/e$ of 600 nm, well above the junction length. For a rough size of the disorder effect, add the Drude resistance between $x_0=14.8$ nm and $2\ell$ on both sides. The local density is $n_0\tanh^2(x/\ell)$, with $n_0$ the plateau density:

$$R_{\rm dis}W=\frac{2}{en_0\mu}\int_{x_0}^{2\ell}\frac{dx}{\tanh^2(x/\ell)}=32\ \Omega\,\mathrm{\mu m},$$

or 5.4 percent of the junction resistance. The integrand grows as $1/x^2$ at small $x$, so the value depends on the chosen $x_0$: halving it gives 59 Ω µm and doubling it gives 17 Ω µm. Only the order of magnitude is meaningful. With a mobility ten times smaller this estimate would exceed half the junction resistance, the mean free path would be 60 nm, and the ballistic assumption would fail. Contacts add in series: an assumed 100 Ω µm for each of two contacts, not counting the Sharvin resistance already contained in the 601 Ω µm, would raise the total from 601 to 801 Ω µm and lower the measured conductance by a quarter.

The band energy at $k_F$ departs from the Dirac cone by at most 0.66 percent in a nearest-neighbour lattice model. A velocity 10 percent larger, at fixed $F$, lowers $G$ by 4.7 percent.

The least certain input is $F$ itself, since the tanh potential was chosen and not computed from the gates. Local screening would require $n=U^2/\pi v^2$. If the gates imposed a density proportional to $x$, then $U\propto\sqrt x$, with unbounded slope at the crossing. Local screening therefore breaks down there, and the slope needs a self-consistent calculation. For an imposed density $n_0\tanh(x/\ell)$ with the values above, a Thomas-Fermi estimate with interaction strength $e^2/(4\pi\varepsilon_0\varepsilon_r\hbar v)=0.5$ and no image charges in the gates gives $F\approx0.0055$ eV/nm. This is 1.8 times the slope used here, and by (1) it would raise $G$ by about 35 percent. The self-consistent potential, however, already bends within the region that decides transmission, so assumption 3 holds only roughly. Its slope has fallen to about 0.6 of the central value at the distance $\sqrt{\hbar v/F}\approx11$ nm. Solving the Dirac equation in that potential gives a rise of about 26 percent, some 8 percent below (1) evaluated with the central slope. In this Thomas-Fermi model the shortfall stays near that size when $n_0$ is raised at fixed $\ell$, so a larger $k_F$ does not remove it. An error of a factor two in $F$ changes $G$ by a factor $\sqrt2$.

Nor does (1) imply $G\propto\sqrt{V}$ for a gate voltage $V$. If both densities grow as $V$ and the potential keeps its tanh shape with the same $\ell$, then $U_0\propto\sqrt V$, $F\propto\sqrt V$ and $G\propto V^{1/4}$. Fixed gates, however, fix the shape of the imposed density, whose gradient $n'$ at the junction grows as $V$. If the region where local screening fails is much shorter than the width set by the gates, $n'$ alone sets the length scale there. Since $F/v$ is an inverse length squared and $n'$ an inverse length cubed, $F/v\propto n'^{2/3}$ and $G\propto V^{1/3}$. The square root refers to the junction field. Further values are in the numerical output below.

## Computed results

```
Dirac velocity: 1.00e+06 m/s
hbar times velocity: 0.6582 eV nm
potential height U0: 0.120 eV
junction length ell: 40.0 nm
Fermi wave number kF: 0.1823 1/nm
carrier density each side: 1.058e+12 1/cm^2
kF times ell: 7.292
junction field: 0.0300 MV/cm
length sqrt(hbar v/F): 14.81 nm
half-transmission angle: 10.02 degrees
T at 0 deg: formula 1.00000, full 1.00000
T at 10 deg: formula 0.50116, full 0.49852
T at 20 deg: formula 0.06857, full 0.06308
T at 30 deg: formula 0.00326, full 0.00216
open channels per um, per spin and valley: 10.745
G/W formula: 1.6650 mS/um
G/W formula: 0.00430 e^2/h per angstrom
G/W full solution, 0 K: 1.6513 mS/um
junction resistance times width: 600.6 ohm um
Sharvin G/W without junction: 8.9927 mS/um
ell 20 nm: F 0.0600 MV/cm, formula 2.3547, full 2.3156 mS/um
ell 40 nm: F 0.0300 MV/cm, formula 1.6650, full 1.6513 mS/um
ell 80 nm: F 0.0150 MV/cm, formula 1.1774, full 1.1725 mS/um
ell 160 nm: F 0.0075 MV/cm, formula 0.8325, full 0.8308 mS/um
fitted field exponent: 0.4930
G/W at same F, doubled kF: 1.6616 mS/um
exponent, ell 0.5 to 1 nm: 0.0228
G/Sharvin at ell 0.5 nm: 0.6631
curvature effect on G: -0.82 percent
G(E=U0/2)/G(0): full 0.8557, local slope 0.8660
temperature: 300 K
thermal energy kT: 0.02585 eV
G/W full solution, 300 K: 1.5289 mS/um
  part from |E| below U0: 1.4921 mS/um
  part from |E| above U0: 0.0368 mS/um
thermal effect on G: -7.41 percent
lattice constant: 0.246 nm
largest band distortion at kF: 0.66 percent
mobility: 50000 cm^2/(V s)
mean free path: 600 nm
disorder resistance times width: 32.2 ohm um
disorder/junction resistance: 5.4 percent
G change for 10 percent larger v: -4.65 percent
```
